# Four regularizers for a perturbative denominator that passes through zero

## The problem

In second-order multireference perturbation theory, a reference state $|0\rangle$ with zeroth-order energy $E_0$ is coupled to perturbers $|K\rangle$ with energies $E_K$. Consider one perturber. The two states are orthonormal, the zeroth-order Hamiltonian $H_0$ is diagonal in them, and the coupling $V=\langle K|\hat V|0\rangle$ is real and nonzero. The gap is

$$\Delta=E_K-E_0 .$$

The first-order equation is $(H_0-E_0)|\Psi_1\rangle=-(\hat V-E_1)|0\rangle$, with $|\Psi_1\rangle=t|K\rangle$. Projection on $\langle K|$ removes the $E_1$ term by orthogonality and leaves $\Delta t=-V$. Hence

$$t=-\frac{V}{\Delta},\qquad E=Vt=-\frac{V^2}{\Delta}.$$

Here $E$ is the perturber's contribution to the second-order energy. If $\Delta$ passes through zero as the geometry changes, both quantities diverge and the perturber is an intruder state. A regularizer replaces $1/\Delta$ by a kernel $f(\Delta)$:

$$t=-Vf(\Delta),\qquad E=-V^2f(\Delta).$$

The candidates, with $\varepsilon>0$ an energy and $b>0$ a squared energy, are:

- real shift: $\Delta\to\Delta+\varepsilon$;
- imaginary shift: $\Delta\to\Delta+i\varepsilon$, keeping the real part of $t$;
- intruder state avoidance (ISA): $\Delta\to\Delta+b/\Delta$;
- $\sigma^p$ regularization, with $p>0$: $f=\left(1-e^{-|\Delta/\varepsilon|^p}\right)/\Delta$.

Because $H_0$ is diagonal, contributions of several perturbers add, and each can be treated separately. With a non-diagonal $H_0$, the shifted linear equations couple the perturbers, and the scalar formulas below need not apply to each basis function.

## Part (a): the two shifts and ISA

**Question.** Find the kernels and the largest amplitude for the real shift, the imaginary shift and ISA. Which of them remove the singularity?

**Answer.** The real shift gives

$$f_{\rm R}=\frac{1}{\Delta+\varepsilon}.$$

Its pole lies at $\Delta=-\varepsilon$. The singularity has been moved, and $|t|$ has no maximum on the full line. If all gaps of interest satisfy $\Delta\ge0$, the denominator is at least $\varepsilon$, and the largest amplitude is $|V|/\varepsilon$, reached at $\Delta=0$. This bound requires knowledge of the sign of the gap.

For the imaginary shift, multiply numerator and denominator by the complex conjugate:

$$\frac{1}{\Delta+i\varepsilon}=\frac{\Delta-i\varepsilon}{\Delta^2+\varepsilon^2},\qquad f_{\rm I}=\frac{\Delta}{\Delta^2+\varepsilon^2}.$$

The quotient rule gives

$$\frac{df_{\rm I}}{d\Delta}=\frac{(\Delta^2+\varepsilon^2)-2\Delta^2}{(\Delta^2+\varepsilon^2)^2}=\frac{\varepsilon^2-\Delta^2}{(\Delta^2+\varepsilon^2)^2}.$$

The stationary points are $\Delta=\pm\varepsilon$. Since $f_{\rm I}$ vanishes at $\Delta=0$ and at infinity, they are the global extrema, and

$$\max|t|=\frac{|V|}{2\varepsilon}.$$

The modulus of the complex amplitude is a different quantity, $|V|/\sqrt{\Delta^2+\varepsilon^2}$. Its maximum is $|V|/\varepsilon$, at $\Delta=0$, where the amplitude is purely imaginary. A quoted maximum must therefore say which amplitude is meant. Below, it is the real part, which determines the energy.

For ISA, multiply numerator and denominator by $\Delta$:

$$f_{\rm ISA}=\frac{1}{\Delta+b/\Delta}=\frac{\Delta}{\Delta^2+b}.$$

The first form is undefined at $\Delta=0$, but the second supplies the continuous value zero. With $b=\varepsilon^2$ this is $f_{\rm I}$. In this diagonal model, ISA and the real part of the imaginary shift are thus the same regularizer. The maximum amplitude is $|V|/(2\sqrt b)$, at $|\Delta|=\sqrt b$.

## Part (b): the exponential family

**Question.** For which $p$ is the $\sigma^p$ amplitude bounded, and for which is it continuous at $\Delta=0$? Find its largest value for $p=1$ and for $p>1$.

**Answer.** Let $u=|\Delta/\varepsilon|^p$. For small $u$, $1-e^{-u}\approx u$, so that near the crossing

$$f_p\approx\frac{|\Delta|^p}{\varepsilon^p\Delta}=\operatorname{sgn}(\Delta)\frac{|\Delta|^{p-1}}{\varepsilon^p}.$$

There are three cases. For $p<1$ the amplitude still diverges. For $p=1$ it is bounded, but $f_1$ tends to $+1/\varepsilon$ from positive gaps and to $-1/\varepsilon$ from negative gaps. For $p>1$ it goes continuously to zero, but its slope there behaves as $|\Delta|^{p-2}$ and is finite only for $p\ge2$.

For $p=1$ and $x=|\Delta|/\varepsilon>0$,

$$1-e^{-x}=\int_0^x e^{-y}\,dy<x,$$

because the integrand is below one for $y>0$. Therefore $|f_1|=(1-e^{-x})/(\varepsilon x)<1/\varepsilon$. The value $|V|/\varepsilon$ is a supremum, approached at the crossing and not attained at any nonzero gap. The energy $-V^2f_1$ jumps by $2V^2/\varepsilon$ in magnitude when the gap changes sign.

For $p>1$, use $|\Delta|=\varepsilon u^{1/p}$ to write

$$\varepsilon|f_p|=g(u)=(1-e^{-u})u^{-1/p}.$$

Differentiation gives

$$g'(u)=u^{-1/p}\left[e^{-u}-\frac{1-e^{-u}}{pu}\right].$$

Setting the bracket to zero and multiplying by $pu\,e^u$ yields

$$pu=e^u-1,\qquad e^u=1+pu.$$

At $u=0$ the two sides agree, and the line has the larger slope, $p>1$. Since $e^u$ is convex and eventually exceeds the line, there is one positive root. The function $g$ is positive and tends to zero at both ends, so this root is its maximum.

The root has a closed form. Put $w=-u-1/p$. Then $1+pu=-pw$ and $e^u=e^{-w-1/p}$, so

$$e^{-w-1/p}=-pw\quad\Longrightarrow\quad we^w=-\frac{e^{-1/p}}{p}.$$

This equation has two real solutions, one on each side of $-1$. The solution $w=-1/p$ lies above $-1$ and is the unwanted root $u=0$. The other belongs to the Lambert branch $W_{-1}$:

$$u=-\frac1p-W_{-1}\!\left(-\frac{e^{-1/p}}{p}\right),\qquad \max|t|=\frac{|V|}{\varepsilon}(1-e^{-u})u^{-1/p}.$$

For $p=2$, $u=1.25643$ and the maximum is $c|V|/\varepsilon$ with $c=0.63817$.

## Part (c): the price at large gaps

**Question.** Find the error that each regularizer makes at a large positive gap, relative to the bare second-order result. Explain the different rates of decay.

**Answer.** Define the relative error by

$$r=\frac{1/\Delta-f}{1/\Delta}=1-\Delta f .$$

The regularized energy differs from the bare one by

$$-V^2f-\left(-\frac{V^2}{\Delta}\right)=V^2\left(\frac1\Delta-f\right)=\frac{V^2r}{\Delta}.$$

Substituting the kernels gives

$$r_{\rm R}=1-\frac{\Delta}{\Delta+\varepsilon}=\frac{\varepsilon}{\Delta+\varepsilon},$$

$$r_{\rm I}=1-\frac{\Delta^2}{\Delta^2+\varepsilon^2}=\frac{\varepsilon^2}{\Delta^2+\varepsilon^2},\qquad r_{\rm ISA}=\frac{b}{\Delta^2+b},$$

$$r_p=1-(1-e^{-|\Delta/\varepsilon|^p})=e^{-|\Delta/\varepsilon|^p}.$$

For $\Delta\gg\varepsilon$, the relative error is about $\varepsilon/\Delta$ for the real shift and $\varepsilon^2/\Delta^2$ for the imaginary shift. The corresponding energy errors are $V^2\varepsilon/\Delta^2$ and $V^2\varepsilon^2/\Delta^3$. The $\sigma^p$ error falls exponentially in $(\Delta/\varepsilon)^p$.

An integral form shows the origin of the difference between the real shift and $\sigma^1$. For $\Delta>0$,

$$\frac1\Delta=\int_0^\infty e^{-\Delta\tau}d\tau .$$

The real shift multiplies the integrand by $e^{-\varepsilon\tau}$. At a large gap the integral comes from $\tau\sim1/\Delta$, where this factor is about $1-\varepsilon\tau$. The term lost is

$$\varepsilon\int_0^\infty\tau e^{-\Delta\tau}d\tau=\frac{\varepsilon}{\Delta^2},$$

or $\varepsilon/\Delta$ relative to $1/\Delta$. The $\sigma^1$ kernel instead leaves the integrand unchanged up to $\tau=1/\varepsilon$ and discards the rest. The lost tail is $e^{-\Delta/\varepsilon}/\Delta$. Similarly, $\sigma^2$ is a truncated integral over a variable $s$:

$$\int_0^{1/\varepsilon^2}\Delta e^{-s\Delta^2}ds=\frac{1-e^{-\Delta^2/\varepsilon^2}}{\Delta}.$$

For every positive gap, all these errors make the energy contribution less negative. In a sum over many well-separated perturbers they therefore accumulate. A small error per perturber can matter when there are many of them.

## Part (d): comparison at equal maximum amplitude

**Question.** Choose the parameters so that each kernel has the same cap $M$ on $|f|$; for the real shift, impose it on $\Delta\ge0$. Compare the errors at positive gaps, first in general and then for $V=0.010\ E_{\rm h}$ and $M=5.0\ E_{\rm h}^{-1}$ at gaps of 0.5 and 1.0 $E_{\rm h}$.

**Answer.** Equal values of $\varepsilon$ do not in general give equal protection, because the maxima can have different prefactors. Parts (a) and (b) give the matched parameters

$$\varepsilon_{\rm R}=\varepsilon_{\sigma1}=\frac1M,\quad \varepsilon_{\rm I}=\frac1{2M},\quad b=\frac1{4M^2},\quad \varepsilon_{\sigma2}=\frac cM.$$

With $x=M\Delta>0$, the errors of part (c) become

$$r_{\rm R}=\frac1{1+x},\quad r_{\rm I}=r_{\rm ISA}=\frac1{1+4x^2},\quad r_{\sigma1}=e^{-x},\quad r_{\sigma2}=e^{-(x/c)^2}.$$

Since $e^x>1+x$, $\sigma^1$ has a smaller error than the real shift at every positive gap. Its comparison with the imaginary shift is less simple: $\sigma^1$ is worse where

$$h(x)=e^x-1-4x^2<0.$$

We have $h(0)=0$ and $h'(0)=1$, so $h$ is positive just above zero. It is negative at $x=1$ and positive for large $x$, which gives at least two positive roots. A fourth root, counting $x=0$, would require a zero of $h'''=e^x$ by repeated use of Rolle's theorem, and there is none. The two positive roots are $x=0.2900$ and $x=4.3312$. Between them the imaginary shift is more accurate, although its error decays as a power.

For $\sigma^2$ against the imaginary shift, put $v=(x/c)^2$. The errors are equal when $e^v=1+4c^2v$. Because $4c^2>1$, the convexity argument of part (b) gives one positive root, at $x=0.6080$; beyond it $\sigma^2$ is better. It also beats $\sigma^1$ when $(x/c)^2>x$, that is $x>c^2\approx0.407$. Hence $\sigma^2$ has the smallest error of the four for $x>0.6080$. At smaller $x$, a large relative error is the intended suppression only where the bare result itself fails. In the two-state model of part (f), where $\Delta$ is also the diagonal gap of the full Hamiltonian, this happens where $\Delta$ is not large compared with $|V|$. For $V=0.010\ E_{\rm h}$ and $M=5.0\ E_{\rm h}^{-1}$, the point $x=0.6$ is a gap of $0.12\ E_{\rm h}$. There the bare energy is within 1% of the two-state energy of part (f), while the imaginary shift and $\sigma^2$ each lose about 41% of it. The cap thus also damages contributions that needed no protection.

For the given parameters, the common amplitude cap is $|V|M=0.010\times5.0=0.050$. The matched values are $\varepsilon_{\rm R}=\varepsilon_{\sigma1}=0.2000\ E_{\rm h}$, $\varepsilon_{\rm I}=0.1000\ E_{\rm h}$, $b=0.0100\ E_{\rm h}^2$ and $\varepsilon_{\sigma2}=0.1276\ E_{\rm h}$.

At $\Delta=0.5\ E_{\rm h}$, $x=2.5$ and the bare energy is $-(0.010)^2/0.5=-2.0\times10^{-4}\ E_{\rm h}$. The real-shift error, for example, is $1/3.5=0.286$ of this magnitude, or $5.7\times10^{-5}\ E_{\rm h}$. The imaginary shift gives $1/(1+4\times2.5^2)=1/26=0.038$. At $\Delta=1.0\ E_{\rm h}$, $x=5$ and the bare energy is $-1.0\times10^{-4}\ E_{\rm h}$.

| Kernel | $r$ at 0.5 $E_{\rm h}$ | $r$ at 1.0 $E_{\rm h}$ |
|---|---:|---:|
| real shift | 0.286 | 0.167 |
| imaginary/ISA | 0.0385 | 0.0099 |
| $\sigma^1$ | 0.0821 | 0.0067 |
| $\sigma^2$ | $2.2\times10^{-7}$ | $2.2\times10^{-27}$ |

The order of $\sigma^1$ and the imaginary shift reverses between the columns. The upper crossover is at $\Delta=4.3312/M=0.866\ E_{\rm h}$, between the two gaps. The tiny $\sigma^2$ entries measure only the departure from bare second-order theory, not the error of that theory itself.

Two features, one at a negative gap and one at the crossing, are hidden by the common cap. At $\Delta=-0.199\ E_{\rm h}$, the bare amplitude has magnitude $0.010/0.199\approx0.05$. The real shift turns the denominator into $0.001\ E_{\rm h}$ and the amplitude magnitude into 10: it has made an intruder from a harmless perturber. The $\sigma^1$ energy is bounded, but jumps by $2(0.010)^2/0.2000=0.001\ E_{\rm h}$ at $\Delta=0$. A potential-energy curve whose gap changes sign would show this discontinuity.

## Part (e): removing part of the error

**Question.** The regularized amplitude can be inserted into the second-order energy functional $J(t)=2Vt+\Delta t^2$. Justify this functional, find the new relative error, and state what happens near the crossing.

**Answer.** Measure energies from the reference expectation value and let the perturber's diagonal energy be $\Delta$, with no first-order correction. For the state $|0\rangle+t|K\rangle$, the energy is

$$\frac{2Vt+\Delta t^2}{1+t^2}.$$

At fixed nonzero gap, $t$ is of order $V$. The numerator is of order $V^2$, so the denominator first matters at order $V^4$. The second-order part is $J(t)$. Its stationarity condition, $2V+2\Delta t=0$, returns the bare amplitude.

Now insert $t=-Vf$ with $f=(1-r)/\Delta$:

$$J=-2V^2f+V^2\Delta f^2=-\frac{V^2}{\Delta}\left[2(1-r)-(1-r)^2\right].$$

The bracket is $2-2r-1+2r-r^2=1-r^2$, and therefore

$$J=-\frac{V^2}{\Delta}(1-r^2).$$

The relative error changes from $r$ to $r^2$ for every real kernel $f$, because the functional is stationary at the bare amplitude. For the imaginary shift, this means inserting the real part of $t$. If the quadratic term is instead formed with the complex amplitude, as $\Delta|t|^2=V^2\Delta/(\Delta^2+\varepsilon^2)$, the real part of the energy stays at $-V^2f_{\rm I}$ and nothing is gained. At a gap of $0.5\ E_{\rm h}$, the real-shift error falls from 0.286 to 0.082, and the imaginary-shift error from 0.038 to 0.0015. For positive gaps $0<r<1$, so squaring preserves the order of the methods and the crossovers of part (d).

For the real shift there is an equivalent form. The amplitude equation gives $\Delta t=-V-\varepsilon t$, so $\Delta t^2=-Vt-\varepsilon t^2$ and

$$J=Vt-\varepsilon t^2 .$$

This correction does not cure the displaced pole. Inserting $t=-V/(\Delta+\varepsilon)$ gives

$$J=-V^2\left[\frac1{\Delta+\varepsilon}+\frac{\varepsilon}{(\Delta+\varepsilon)^2}\right]=-V^2\frac{\Delta+2\varepsilon}{(\Delta+\varepsilon)^2},$$

which has a double pole in place of a simple one.

For the imaginary shift, the corrected energy is bounded but larger near the crossing. Put $y=(\Delta/\varepsilon)^2$. Then

$$2f_{\rm I}-\Delta f_{\rm I}^2=\frac{\Delta(\Delta^2+2\varepsilon^2)}{(\Delta^2+\varepsilon^2)^2},\qquad
\frac{\varepsilon|J|}{V^2}=\frac{\sqrt y\,(y+2)}{(y+1)^2}.$$

Setting the logarithmic derivative to zero gives

$$\frac1{2y}+\frac1{y+2}-\frac2{y+1}=0.$$

Multiplication by $2y(y+1)(y+2)$ and collection of terms gives $y^2+3y-2=0$, whose positive root is $y=(\sqrt{17}-3)/2$. The maximum of $|J|$ is $0.787V^2/\varepsilon$, compared with $0.5V^2/\varepsilon$ before the correction. The amplitude and its cap are unchanged.

For $\sigma^1$, $\Delta f_1^2\to0$ at the crossing, so $J\to-2V^2f_1$ and the energy jump doubles. Better accuracy at large gaps is thus obtained at the cost of weaker energy damping near zero.

## Part (f): what a bounded amplitude does not describe

**Question.** Compare the regularized energies at $\Delta=0$ with the two-state problem solved without perturbation theory. When should the perturber be moved into the reference space?

**Answer.** With the same diagonal energies as in part (e), the two-state Hamiltonian is

$$\begin{pmatrix}0&V\\V&\Delta\end{pmatrix},\qquad \lambda^2-\Delta\lambda-V^2=0,$$

so that

$$\lambda_\pm=\frac{\Delta\pm\sqrt{\Delta^2+4V^2}}2 .$$

At $\Delta=0$ the lower energy is $-|V|=-0.010\ E_{\rm h}$. The first row of the eigenvalue equation gives $Vt=\lambda_-$, hence $|t|=1$: both states have equal weight.

The imaginary shift, ISA and $\sigma^2$ give zero energy at this point. With the cap of part (d), no uncorrected contribution on $\Delta\ge0$ can exceed $V^2M=5\times10^{-4}\ E_{\rm h}$ in magnitude, twenty times less than the two-state lowering. The regularizer has suppressed a divergence; it has not computed the mixing.

This comparison takes the zeroth-order gap to be the diagonal gap of the full Hamiltonian. With a Fock-type $H_0$ the two can differ by several tenths of a hartree. If $\Delta=0$ while the true diagonal gap is $\delta\gg|V|$, the near-degeneracy is an artifact of $H_0$: the states mix weakly and the lowering is about $V^2/\delta$, for example $(0.010)^2/0.5=2\times10^{-4}\ E_{\rm h}$ for $\delta=0.5\ E_{\rm h}$. The suppression is reasonable when the true shift, of order $|V|$ for a real degeneracy and $V^2/\delta$ for an artificial one, is negligible for the purpose at hand. If that shift matters, or if the state's mixed character matters, the perturber belongs in the reference space, where its coupling is diagonalized. For weakly coupled intruders, $\sigma^2$ offers a continuous, bounded amplitude with the smallest large-gap error among the four kernels of part (d). By part (c), $\sigma^p$ with $p>2$ has an error that decays faster still at large gaps. The numerical check tests the maxima, errors and crossovers used in this comparison.

## Numbers as computed

```
Coupling V = 0.010 Eh
Common kernel cap M = 5.0 Eh^-1
Common amplitude cap V*M = 0.050
sigma-2 maximum: u = 1.25643, constant c = 0.63817
Matched parameters:
  real shift e = 0.2000 Eh (cap only for gap >= 0)
  imaginary shift e = 0.1000 Eh
  ISA b = 0.0100 Eh^2
  sigma-1 e = 0.2000 Eh
  sigma-2 e = 0.1276 Eh
Largest |t| found by grid search:
  real shift, gap >= 0: 0.0500
  imaginary shift, real part: 0.0500
  ISA: 0.0500
  sigma-1: 0.0500
  sigma-2: 0.0500
Imaginary shift, largest complex modulus: 0.1000
Peak gap, imaginary shift/ISA: 0.1000 Eh
Peak gap, sigma-2: 0.1431 Eh
Real shift |t| at 0.001 Eh from its pole: 10.000
sigma-1 energy jump at zero gap: 0.001000 Eh
Gap 0.5 Eh: bare energy = -0.000200 Eh
  method, relative error, energy error (Eh), corrected rel. error
  real      2.8571e-01 5.7143e-05 8.1633e-02
  imag/ISA  3.8462e-02 7.6923e-06 1.4793e-03
  sigma-1   8.2085e-02 1.6417e-05 6.7379e-03
  sigma-2   2.1637e-07 4.3273e-11 4.6814e-14
Gap 1.0 Eh: bare energy = -0.000100 Eh
  method, relative error, energy error (Eh), corrected rel. error
  real      1.6667e-01 1.6667e-05 2.7778e-02
  imag/ISA  9.9010e-03 9.9010e-07 9.8030e-05
  sigma-1   6.7379e-03 6.7379e-07 4.5400e-05
  sigma-2   2.1916e-27 2.1916e-31 4.8029e-54
Large-gap error power, real shift: -0.997
Large-gap error power, imaginary shift: -2.000
sigma-1/imaginary crossovers: 0.0580 and 0.8662 Eh
  scaled by M: 0.2900 and 4.3312
sigma-2/imaginary crossover: 0.1216 Eh
  scaled by M: 0.6080
Corrected imaginary-shift max |E|*e/V^2: 0.7872
Two-state lowest energy at zero gap: -0.0100 Eh
```
